# Core-level shifts between sodium and its ion: separating out relaxation

**Setting**

A core electron is bound more strongly in Na⁺ than in neutral Na. This question compares three estimates of the difference for the 1s and 2p levels, and asks how much of it is due to orbital relaxation.

The atom is described by the nonrelativistic Kohn–Sham equations in the local density approximation (LDA) with VWN correlation. Densities are spherical and spin-averaged. Spin polarization, multiplet structure, spin–orbit coupling and relativity are left out, so the total-energy result below is a reference within this model, not an experimental value. Hartree atomic units are used, and potentials vanish at infinity.

Shell $i$ holds $f_i$ electrons, and its normalized, spherically averaged orbital density is $n_i$. With $n=\sum_i f_i n_i$ and $t=-\tfrac12\nabla^2-Z/r$, the energy is

$$E=\sum_i f_i\langle\phi_i|t|\phi_i\rangle+E_H[n]+E_{xc}[n].$$

The orbitals obey $h\phi_i=\varepsilon_i\phi_i$ with $h=t+v$ and $v=v_H+v_{xc}$. The binding energy of core level $c$ is $B=E(f_c-1)-E(f_c)$, with self-consistent orbitals in both terms. The shift is $\Delta=B(\mathrm{Na}^+)-B(\mathrm{Na})$. For any quantity $X$, write $\Delta X=X(\mathrm{Na}^+)-X(\mathrm{Na})$.

## Part (a)

**Question.** Show that $dE/df_c=\varepsilon_c$ and express $B$ as an integral over eigenvalues.

**Answer.** When $f_c$ varies, $E$ changes explicitly and through the orbitals. At fixed orbitals $\partial n/\partial f_c=n_c$, so

$$\frac{\partial E}{\partial f_c}=\langle\phi_c|t|\phi_c\rangle+\int (v_H+v_{xc})\,n_c\,d^3r=\varepsilon_c .$$

The orbital contribution is

$$\sum_i f_i\left(\left\langle\frac{d\phi_i}{df_c}\Big|h\Big|\phi_i\right\rangle+\text{c.c.}\right)
=\sum_i f_i\varepsilon_i\frac{d}{df_c}\langle\phi_i|\phi_i\rangle=0,$$

because $h\phi_i=\varepsilon_i\phi_i$ and the norm stays equal to one. This is Janak's theorem. It needs stationary orbitals, not a ground-state filling, so it also applies along a path that opens a core hole.

Let $\lambda$ be the fraction of an electron removed and $e(\lambda)=\varepsilon_c(f_c-\lambda)$. Since $df_c=-d\lambda$,

$$B=-\int_0^1 e(\lambda)\,d\lambda .$$

## Part (b)

**Question.** Identify the initial-state and half-hole estimates as approximations to this integral. Find the leading error of the half-hole estimate.

**Answer.** The initial-state estimate replaces $e(\lambda)$ by its value at the left end, $B_{\rm init}=-e(0)$. The Slater half-hole estimate uses the midpoint, $B_{\rm half}=-e(\tfrac12)$. Expand about the midpoint:

$$e(\lambda)=e(\tfrac12)+(\lambda-\tfrac12)e'(\tfrac12)+\tfrac12(\lambda-\tfrac12)^2e''(\tfrac12)+\dots$$

The linear term integrates to zero by symmetry. Because $\int_0^1(\lambda-\tfrac12)^2d\lambda=\tfrac1{12}$,

$$B-B_{\rm half}\simeq-\frac{e''(\tfrac12)}{24}.$$

With points spaced by $\tfrac12$, the second difference is $e''\simeq4[e(0)-2e(\tfrac12)+e(1)]$, hence

$$B-B_{\rm half}\simeq-\frac{e(0)-2e(\tfrac12)+e(1)}{6}.$$

If the energy is quadratic in occupation, $e$ is linear and the half-hole value equals $B$. The initial-state value then still has the error $-e'/2$. The half-hole estimate becomes poor when the eigenvalue is strongly curved along the path.

## Part (c)

**Question.** Let $F$ be the removal energy with all orbitals frozen. Relate $F$ to $-\varepsilon_c$, define the relaxation energy, and explain why $B+\varepsilon_c$ does not measure relaxation in LDA.

**Answer.** Removing one electron at fixed orbitals changes $n$ to $n-n_c$. The one-electron energy changes by $-\langle\phi_c|t|\phi_c\rangle$. The Hartree energy is quadratic in the density, so

$$E_H[n-n_c]-E_H[n]=-\int v_H n_c\,d^3r+\tfrac12J_{cc},$$

$$J_{cc}=\iint\frac{n_c(\mathbf r)n_c(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Therefore

$$F=-\langle\phi_c|t|\phi_c\rangle-\int v_Hn_c\,d^3r+\tfrac12J_{cc}+E_{xc}[n-n_c]-E_{xc}[n].$$

Now use $\langle\phi_c|t|\phi_c\rangle+\int v_Hn_c\,d^3r=\varepsilon_c-\int v_{xc}n_c\,d^3r$:

$$F=-\varepsilon_c+S,$$

$$S=\tfrac12J_{cc}+E_{xc}[n-n_c]-E_{xc}[n]+\int v_{xc}n_c\,d^3r .$$

Define the relaxation energy as $R=F-B$. Then

$$B=-\varepsilon_c+S-R .$$

Thus $B+\varepsilon_c=S-R$ mixes relaxation with $S$, the curvature of the frozen-orbital energy. The electron's Coulomb self-repulsion enters $S$ and is not fully cancelled by the LDA exchange–correlation terms.

The sign of $R$ needs care. The self-consistent 1s-hole state is stationary, but need not be a minimum. Rotating 1s into 2s by an angle $\theta$ changes the orbital-energy sum, at fixed potential, by

$$(f_{1s}-f_{2s})(\varepsilon_{2s}-\varepsilon_{1s})\sin^2\theta .$$

This is negative when $f_{1s}=1$ and $f_{2s}=2$. The minimum principle alone therefore does not establish $R>0$ for a 1s hole; the sign must be found from the calculated energies.

## Part (d)

**Question.** The radial equations were solved self-consistently on a mapped Legendre–Lobatto grid, giving these energies in hartree:

| Level and quantity | Na | Na⁺ |
|---|---:|---:|
| 1s, $-\varepsilon_c$ | 37.71998 | 38.00500 |
| 1s, $-\varepsilon_c$ at half-hole | 39.75848 | 40.10740 |
| 1s, $B$ | 39.76434 | 40.11197 |
| 1s, $F$ | 40.66777 | 40.95276 |
| 2p, $-\varepsilon_c$ | 1.06064 | 1.34336 |
| 2p, $-\varepsilon_c$ at half-hole | 1.43588 | 1.77427 |
| 2p, $B$ | 1.44272 | 1.77953 |
| 2p, $F$ | 1.61623 | 1.90121 |

Find the three shifts and the relaxation contribution to each level's shift. The decimals serve the subtractions; they do not express the accuracy of the model.

**Answer.** For 1s,

$$\begin{aligned}
\Delta_{\rm init}&=38.00500-37.71998=0.2850,\\
\Delta_{\rm half}&=40.10740-39.75848=0.3489,\\
\Delta&=40.11197-39.76434=0.3476 .
\end{aligned}$$

For 2p, the same subtractions give $0.2827$, $0.3384$ and $0.3368$ Ha.

The relaxation energies follow from $R=F-B$:

$$\begin{aligned}
R_{1s}(\mathrm{Na})&=40.66777-39.76434=0.9034,\\
R_{1s}(\mathrm{Na}^+)&=40.95276-40.11197=0.8408,\\
R_{2p}(\mathrm{Na})&=1.61623-1.44272=0.1735,\\
R_{2p}(\mathrm{Na}^+)&=1.90121-1.77953=0.1217 .
\end{aligned}$$

All four are positive. Subtracting the relation of part (c) for the two systems gives

$$\Delta=\Delta_{\rm init}+\Delta S-\Delta R .$$

The minus sign matters: neutral Na relaxes more, which lowers its binding energy more and increases the shift. From $S=F+\varepsilon_c$, $\Delta S$ is smaller than $10^{-4}$ Ha in magnitude for 1s and equals $0.0023$ Ha for 2p. Hence

$$\begin{aligned}
\Delta_{1s}&=0.2850+0.0000+0.0626=0.3476\ \text{Ha},\\
\Delta_{2p}&=0.2827+0.0023+0.0518=0.3368\ \text{Ha}.
\end{aligned}$$

Relaxation supplies $0.0626/0.3476=18\%$ of the 1s shift and $0.0518/0.3368=15\%$ of the 2p shift. In electronvolts:

| Contribution or estimate | 1s | 2p |
|---|---:|---:|
| Initial-state shift | 7.76 | 7.69 |
| Half-hole shift | 9.49 | 9.21 |
| Total-energy shift | 9.46 | 9.17 |
| Relaxation part | 1.7 | 1.4 |

The binding energies themselves behave differently. For 1s in Na, $S=40.66777-37.71998=2.9478$ Ha, so

$$B+\varepsilon_c=2.9478-0.9034=2.0444\ \text{Ha}.$$

Relaxation lowers $B$, yet $B$ lies above $-\varepsilon_c$, because $S$ exceeds $R$. In the shift $S$ nearly cancels, and the difference between the total-energy and initial-state values is then mainly relaxation.

The half-hole error $B-B_{\rm half}$ for 1s is $0.0059$ Ha in Na and $0.0046$ Ha in Na⁺. For Na, inserting the computed full-hole eigenvalue in the formula of part (b) predicts $0.0058$ Ha. The errors partly cancel in the shift: the half-hole shift is too large by $0.0013$ Ha for 1s and $0.0016$ Ha for 2p, less than 0.5% of the total-energy shifts.

## Part (e)

**Question.** In a frozen-core PAW calculation the core orbital and core density are kept from neutral Na. Derive the initial-state shift this gives to first order, and find what is missing compared with the self-consistent eigenvalue shift. For 1s, the Coulomb and exchange–correlation parts of the fixed-core shift are $0.3155$ and $-0.0009$ Ha; for 2p they are $0.3004$ and $-0.0026$ Ha.

**Answer.** PAW reconstructs an all-electron valence orbital from its smooth counterpart by

$$|\psi\rangle=|\tilde\psi\rangle+\sum_j\left(|\chi_j\rangle-|\tilde\chi_j\rangle\right)\langle\tilde p_j|\tilde\psi\rangle ,$$

where $\chi_j$ and $\tilde\chi_j$ are all-electron and smooth partial waves and $\tilde p_j$ are projectors. Assume that this reproduces the all-electron 3s orbital. The reconstructed density then gives the potential felt by the core.

Let $\delta v=v_{\rm ion}-v_{\rm atom}$. First-order perturbation theory gives $\varepsilon_c^{\rm ion}-\varepsilon_c^{\rm atom}\simeq\int n_c\,\delta v\,d^3r$, so

$$\Delta_{\rm init}\simeq\int n_c\,(v_{\rm atom}-v_{\rm ion})\,d^3r .$$

The neglected terms are of second order in $\delta v$. They come from its matrix elements between $\phi_c$ and other orbitals, so a constant potential change produces none.

Add and subtract the potential of the fixed core, whose density is $n-n_{3s}$ because neutral Na has one 3s electron:

$$\Delta_{\rm init}\simeq\Delta_{\rm fixed}+\Delta_{\rm readj},$$

$$\Delta_{\rm fixed}=\int n_c\left(v_H[n_{3s}]+v_{xc}[n]-v_{xc}[n-n_{3s}]\right)d^3r,$$

$$\Delta_{\rm readj}=\int n_c\left(v[n-n_{3s}]-v[n_{\rm ion}]\right)d^3r .$$

The Hartree term has this simple form because $v_H$ is linear in the density. It describes the loss of repulsion from the 3s electron. A thin spherical shell of unit charge and radius $a$ produces the potential $1/a$ inside, so the 1s value corresponds to $a=1/0.3155\approx3.2$ bohr.

The fixed-core shifts are $0.3155-0.0009=0.3146$ Ha for 1s and $0.3004-0.0026=0.2978$ Ha for 2p. They exceed the self-consistent initial-state shifts by about 10% and 5%. Evaluating $\Delta_{\rm readj}$ with the self-consistent ion density gives $-0.0296$ and $-0.0152$ Ha, so

$$\begin{aligned}
1s:\quad&0.3146-0.0296=0.2850\ \text{Ha},\\
2p:\quad&0.2978-0.0152=0.2826\ \text{Ha}.
\end{aligned}$$

These agree with the self-consistent shifts to about $10^{-4}$ Ha. The missing part is thus the potential change caused by readjustment of the core density. It enters the eigenvalue at first order in that density change. Its sign means that the readjusted core is more repulsive at the core orbital; an inward movement of core charge would have this effect, but that interpretation is a conjecture here.

This readjustment occurs without a core hole. It belongs to the initial state and must not be counted in $R$.

## Part (f)

**Question.** Can $-\Delta R$ be read as the energy gained by 3s alone when it relaxes around the hole? Use these two calculations, in which 3s stays orthogonal to the core:

- With the core frozen as in neutral Na, relaxing 3s gains $G=0.1250$ Ha for a 1s hole and $0.0693$ Ha for a 2p hole.
- With the core frozen as in the holed ion without 3s, relaxing 3s leaves the energy $0.0011$ Ha (1s) or $0.0012$ Ha (2p) above the fully relaxed result. Starting from the neutral 3s orbital orthogonalized to this core, the relaxation gains $0.0598$ Ha (1s) or $0.0508$ Ha (2p).

**Answer.** Split the relaxation of neutral Na into two successive steps: first 3s relaxes and gains $G$, then all orbitals relax and gain $C=R(\mathrm{Na})-G$. Therefore

$$-\Delta R=R(\mathrm{Na})-R(\mathrm{Na}^+)=G+\left[C-R(\mathrm{Na}^+)\right].$$

The bracket would vanish if the second step gained the same energy as relaxation of the ion. For 1s, $C=0.9034-0.1250=0.7784$ Ha, whereas $R(\mathrm{Na}^+)=0.8408$ Ha. Hence

$$-\Delta R=0.1250+(0.7784-0.8408)=0.0626\ \text{Ha}.$$

For 2p, $C=0.1735-0.0693=0.1042$ Ha and

$$-\Delta R=0.0693+(0.1042-0.1217)=0.0518\ \text{Ha}.$$

The answer depends on which core is held fixed. Around the unrelaxed neutral core it is no: the 3s gain is twice the relaxation contribution for 1s and 1.3 times that for 2p. Around the holed-ion core the gains, $0.0598$ and $0.0508$ Ha, are 95% and 98% of $-\Delta R$, so there the reading is approximately right. The 3s gain is therefore not a unique quantity, and core and valence relaxation are not additive. The two cores differ both in the potential acting on 3s and in the orbitals to which 3s must be orthogonal; these calculations do not separate the two effects. The exact statement is that $-\Delta R$ is the extra relaxation of the whole atom when 3s is present.

The second calculation shows that the core of the holed ion is a suitable frozen core for the final state. A core-hole PAW dataset can take its core from the holed ion and let the valence electron relax. If the other energies are kept at their all-electron values, this raises $B(\mathrm{Na})$ by $0.0011$ or $0.0012$ Ha and lowers the shift by the same amount. The error is below 0.4% of either shift. This result concerns the free atom and assumes accurate PAW reconstruction.

## Part (g)

**Question.** Rewrite the total-energy shift in terms of 3s ionization energies, and estimate it by replacing the holed sodium core with a magnesium core. The calculated 3s ionization energies are $I(\mathrm{Na})=0.1897$ Ha and $I(\mathrm{Mg}^+)=0.5519$ Ha.

**Answer.** Mark a core hole by an asterisk. The charge counts all missing electrons, so removing a core electron from Na gives $\mathrm{Na}^{+*}$, which still has its 3s electron. Then

$$\begin{aligned}
\Delta&=[E(\mathrm{Na}^{2+*})-E(\mathrm{Na}^+)]-[E(\mathrm{Na}^{+*})-E(\mathrm{Na})]\\
&=[E(\mathrm{Na}^{2+*})-E(\mathrm{Na}^{+*})]-[E(\mathrm{Na}^+)-E(\mathrm{Na})]\\
&=I(\mathrm{Na}^{+*})-I(\mathrm{Na}).
\end{aligned}$$

The shift is the increase in the 3s ionization energy caused by the core hole. This rearrangement contains no approximation within the model.

Far outside the core, the nucleus and core electrons together act as a net charge of $+2$ both in $\mathrm{Na}^{+*}$ and in Mg⁺. (The LDA potential also contains the uncancelled repulsion of 3s with itself, so in both ions it falls off as $-1/r$ rather than $-2/r$.) The equivalent-core approximation extends this similarity to the whole atom:

$$\Delta\simeq I(\mathrm{Mg}^+)-I(\mathrm{Na})=0.5519-0.1897=0.3622\ \text{Ha}.$$

This is 4% above the total-energy shift for 1s and 8% above that for 2p. The approximation cannot distinguish the two levels, because it replaces either hole by the same extra nuclear charge. It relies on the hole lying well inside the valence orbital; the larger 2p error is consistent with a less compact hole, though these numbers do not isolate that cause.

The shifts found here refer to free atoms and a common vacuum zero. In a solid, neighbouring atoms can also screen the hole, and the energy reference must be specified, so these atomic values cannot be transferred directly to a measured chemical shift.
